\section*{Why adiabatic DFPT misses the doping shift of the graphene G mode, part 1}

(Sections cited here and not found follow in the second part.)

\section{Nonadiabatic shift of the G mode in doped graphene}

In a nearest-neighbour model of graphene with hoppings linear in the displacement and a G mode at $1580$ cm$^{-1}$, raising the chemical potential to $\mu=0.01$ Ha moves the adiabatic frequency by $-0.03$ cm$^{-1}$, while the frequency-dependent response of the same electrons moves it by $+5.5$ cm$^{-1}$. The shift is not monotonic: at zero temperature and to first order in the coupling it is $-0.83$ cm$^{-1}$ at $\mu=0.003$ Ha, diverges downward at $\mu=0.0036$ Ha, half the phonon energy (the self-consistent frequency stays finite there), and turns positive at $\mu=0.0043$ Ha. The logarithmic features are therefore softening dips, and stiffening sets in beyond them. Hartree atomic units are used, with $k_B=1$.

\subsection{What has to be computed}

Let $w$ be the bare potential of the displacement, $K$ a frequency-independent Hartree-exchange-correlation kernel, and $\chi$ the independent-particle response, taken as symmetric matrices. The response part of the DFPT force constant is $\Pi=w^{T}Rw$ with $R=\chi(1-K\chi)^{-1}=(1-\chi K)^{-1}\chi$. For two responses $\chi_a$ and $\chi_b$, the first form for $R_b$ and the second for $R_a$ give
\begin{equation}
(1-\chi_aK)(R_b-R_a)(1-K\chi_b)=(1-\chi_aK)\chi_b-\chi_a(1-K\chi_b)=\chi_b-\chi_a .
\end{equation}
With $w_a=(1-K\chi_a)^{-1}w$ and $w_b$ likewise, this is $\Pi_b-\Pi_a=w_a^{T}(\chi_b-\chi_a)w_b$. Since $w_b-w_a$ is of first order in $\Delta\chi=\chi_b-\chi_a$,
\begin{equation}
\Pi_b-\Pi_a=w_a^{T}\,\Delta\chi\,w_a+O(\Delta\chi^2).
\label{eq:var}
\end{equation}
A change of frequency, or of doping at fixed $w$ and $K$, is thus a change of an independent-particle sum between two statically screened vertices. A test on random matrices confirms that the error is quadratic in $\Delta\chi$, and linear when one vertex is left bare. The coupling $D$ below stands for the screened vertex.

\subsection{The displacement moves the Dirac cones}

Take bonds $\boldsymbol\delta_j=b(0,1)$, $b(\pm\sqrt3/2,-1/2)$ from sublattice A to B, the element $H_{AB}=\phi(\mathbf k)=-\sum_jt_je^{i\mathbf k\cdot\boldsymbol\delta_j}$, and hoppings proportional to (bond length)$^{-\beta}$. The G mode is the relative displacement $\mathbf u=\mathbf u_B-\mathbf u_A$. It lengthens bond $j$ by $\boldsymbol\delta_j\cdot\mathbf u/b$, so $t_j=t+t'\boldsymbol\delta_j\cdot\mathbf u/b$ with $t'=-\beta t/b$; the common phase $e^{i\mathbf k\cdot\mathbf u}$ is removed by rephasing sublattice B. At the valleys $\mathbf K_\tau=\tau(4\pi/3\sqrt3\,b,0)$, $\tau=\pm1$, the phases $\mathbf K_\tau\cdot\boldsymbol\delta_j$ are $0,\pm2\pi\tau/3$, so the phase factors sum to zero and
\begin{equation}
\mathbf S=\sum_j\boldsymbol\delta_je^{i\mathbf K_\tau\cdot\boldsymbol\delta_j}=b\Big(i\tau\sqrt3\sin\tfrac{2\pi}{3},\;1-\cos\tfrac{2\pi}{3}\Big)=\tfrac{3b}{2}(i\tau,1).
\end{equation}
To first order in $\mathbf k$, now measured from $\mathbf K_\tau$, and in $\mathbf u$, $\phi=-\mathbf S\cdot(it\mathbf k+t'\mathbf u/b)$, that is
\begin{equation}
\phi=v(\tau k_x-ik_y)+D(u_y+i\tau u_x),\qquad v=\frac{3tb}{2},\quad D=\frac{3\beta t}{2b}.
\end{equation}
Setting $\phi=0$ gives $\mathbf q_0=\tau(D/v)(-u_y,u_x)=\tau(D/v)\,\hat{\mathbf z}\times\mathbf u$, and $|\phi|=v|\mathbf k-\mathbf q_0|$. At this order the phonon translates each cone rigidly, in opposite directions in the two valleys; root finding on the full $\phi$ confirms $\mathbf q_0$.

Choose $\mathbf u$ along $y$. Then $H=v(\tau k_x\sigma_x+k_y\sigma_y)+\lambda\sigma_x$ with $\lambda=Du$. Writing the first term as $\varepsilon(\cos\theta\,\sigma_x+\sin\theta\,\sigma_y)$ with $\varepsilon=vk$, the states are $|\pm\rangle=(1,\pm e^{i\theta})/\sqrt2$ with energies $\pm\varepsilon$, and
\begin{equation}
\langle\pm|\sigma_x|\pm\rangle=\pm\cos\theta,\qquad\langle-|\sigma_x|+\rangle=\tfrac12(e^{i\theta}-e^{-i\theta})=i\sin\theta .
\end{equation}
The squared intraband and interband elements both average to $1/2$. The first-order energy shift $\pm\lambda\cos\theta$ averages to zero, so the particle number at fixed $\mu$ does not change at first order; on the lattice a term linear in $\mathbf u$ would need a vector invariant under the threefold rotation, and there is none. Fixed $\mu$ and fixed density therefore give the same force constant. With two spins and two valleys the density of states per area is $g(\varepsilon)=4\cdot2\pi k/[(2\pi)^2v]=2|\varepsilon|/(\pi v^2)$.

\subsection{Response function and frequency shift}

For a perturbation $\lambda Ve^{-izt}$, $z=\omega+i\eta$, the equation $i\dot\rho=[H,\rho]$ gives at first order $z\,\delta\rho_{mn}=(\varepsilon_m-\varepsilon_n)\delta\rho_{mn}+\lambda V_{mn}(f_n-f_m)$. Solving for $\delta\rho_{mn}$ and taking the trace with $V^\dagger$ per area, for a perturbation of wave vector $\mathbf q$,
\begin{equation}
\chi(\mathbf q,z)=4\!\int\!\frac{d^2k}{(2\pi)^2}\sum_{nm}\frac{f_{n\mathbf k}-f_{m\mathbf k+\mathbf q}}{\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k+\mathbf q}+z}\,|\langle m\mathbf k+\mathbf q|\sigma_x|n\mathbf k\rangle|^2 .
\label{eq:chi}
\end{equation}
The coordinate $u$ has reduced mass $M/2$. The electrons in a cell of area $A$ exert the force $-AD\,\delta\langle\sigma_x\rangle=-AD^2\chi u$, so $(M/2)\omega^2=\kappa+AD^2\chi(\omega)$, where $\kappa$ collects the frequency-independent terms. The adiabatic frequency obeys $(M/2)\omega_0^2=\kappa+AD^2\chi_{\rm ad}$. Subtracting,
\begin{equation}
\omega^2=\omega_0^2+2\omega_0\alpha F(\omega),\quad F=\pi v^2(\chi-\chi_{\rm ad}),\quad\alpha=\frac{AD^2}{\pi M\omega_0v^2},
\label{eq:pole}
\end{equation}
and to first order in $\alpha$ the shift is $\Delta\omega=\alpha F(\omega_0)$.

\subsection{The intraband term and the order of limits}

Take $\mu>0$, $T\ll\mu$, $vq\ll\mu$ and $\mathbf q$ along $x$. In the conduction band of valley $\tau=+1$, $\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}=vq\cos\theta$ and $f_{\mathbf k}-f_{\mathbf k+\mathbf q}=(-f')vq\cos\theta$; the other valley gives the same average. The factor $-f'$ selects $g(\mu)$, and
\begin{equation}
\chi_{\rm intra}=g(\mu)\Big\langle\cos^2\theta\,\frac{vq\cos\theta}{\omega-vq\cos\theta}\Big\rangle_\theta .
\label{eq:intra}
\end{equation}
If $\omega=0$ is set first, the fraction is $-1$ for any small $q$, and $\chi_{\rm intra}=-g/2=-\mu/(\pi v^2)$. This is the term $f'|\langle n|V|n\rangle|^2$ of static DFPT for metals; it describes electrons refilling the displaced bands up to a common Fermi level. If $q\to0$ is taken first, the fraction vanishes.

In between, let $s=vq/\omega<1$ and $c=\cos\theta$. The substitution $y=\tan(\theta/2)$ gives $\langle(1-sc)^{-1}\rangle=\frac1\pi\int dy\,[(1-s)+(1+s)y^2]^{-1}=(1-s^2)^{-1/2}\equiv I$. With $sc/(1-sc)=(1-sc)^{-1}-1$ and $c^2/(1-sc)=s^{-2}[(1-sc)^{-1}-1-sc]$,
\begin{align}
\mathbf q\parallel\mathbf q_0:&\quad\chi_{\rm intra}=g\Big[\frac{I-1}{s^2}-\frac12\Big]\to\frac38gs^2,\\
\mathbf q\perp\mathbf q_0:&\quad\chi_{\rm intra}=g\Big[I-\frac{I-1}{s^2}-\frac12\Big]\to\frac18gs^2 .
\end{align}
The second line has $1-c^2$ in place of $c^2$, and the limits use $I=1+s^2/2+3s^4/8+\dots$. The first case has $\mathbf u\perp\mathbf q$ and is the transverse branch. Quadrature of Eq.~(\ref{eq:chi}) with finite-$q$ spinors reproduces both forms and the static value.

The reason for the vanishing is a conservation law. A drive with $q=0$ conserves $\mathbf k$, so without collisions no electron passes from one side of the Fermi circle to the other. At each $\mathbf k$ the diagonal part $\pm\lambda\cos\theta$ commutes with $H$ and leaves the occupations alone. The two off-diagonal terms of Eq.~(\ref{eq:chi}) give, for a filled valence state under an empty conduction state,
\begin{equation}
\sin^2\theta\Big[\frac1{z-2\varepsilon}-\frac1{z+2\varepsilon}\Big]=\frac{4\varepsilon\sin^2\theta}{z^2-4\varepsilon^2}.
\label{eq:pair}
\end{equation}
Real-time propagation of one driven state matches this, including zero response at $\theta=0$.

\subsection{Why the adiabatic shift cancels}

Let $f(x)=1/(e^{x/T}+1)$ and $n(\varepsilon)=f(\varepsilon-\mu)+f(\varepsilon+\mu)$, the conduction electrons plus valence holes at $\varepsilon$, so that $f_--f_+=1-n$. Weighting Eq.~(\ref{eq:pair}) with $g\langle\sin^2\theta\rangle=\varepsilon/(\pi v^2)$, using $4\varepsilon^2/(4\varepsilon^2-z^2)=1+z^2/(4\varepsilon^2-z^2)$, and cutting off at $\Lambda\gg|\mu|,T,\omega$,
\begin{equation}
\pi v^2\chi_{\rm inter}(z)=-\int_0^\Lambda d\varepsilon\,[1-n(\varepsilon)]\Big[1+\frac{z^2}{4\varepsilon^2-z^2}\Big].
\label{eq:inter}
\end{equation}
At $z=0$ this is $-\Lambda+L$, where $\int_0^\infty f(\varepsilon\mp\mu)d\varepsilon=T\ln(1+e^{\pm\mu/T})$ gives
\begin{equation}
L=\int_0^\infty n\,d\varepsilon=2T\ln\Big(2\cosh\frac{\mu}{2T}\Big)\to|\mu|\quad(T\to0).
\end{equation}
Pauli blocking removes transitions that each lowered the force constant, so it stiffens the mode. The static intraband term of both bands is, after integration by parts with vanishing boundary terms,
\begin{equation}
\pi v^2\chi_{\rm intra}=-\int_0^\infty\varepsilon\Big(-\frac{dn}{d\varepsilon}\Big)d\varepsilon=-\int_0^\infty n\,d\varepsilon=-L .
\end{equation}
Hence $\pi v^2\chi_{\rm ad}=-\Lambda$ for any $\mu$ and $T$ in the Dirac model, a constant absorbed in $\omega_0$. The carriers of an adiabatic calculation follow the translated cone, and a translated Fermi sea in a translated cone has unchanged energy. When the occupations stay at their old $\mathbf k$, the Fermi sea sits off-centre in the cone, and its higher energy acts as an extra restoring force.

On the lattice the cancellation is not complete. Write $-\phi=t_1+t_2e^{ia}+t_3e^{ia'}$ up to a phase, with $a,a'$ linear in $\mathbf k$. At a Dirac point the three terms close a triangle with sides $t_j$, and the Jacobian from $(a,a')$ to $(\mathrm{Re}\,\phi,\mathrm{Im}\,\phi)$ is $t_2t_3|\sin(a'-a)|$, twice the triangle area $\Delta$, so $g\propto1/\Delta$ at low energy. For hoppings linear in $u$, $\sum_j\delta t_j=0$ and the half-perimeter $p=3t/2$ is fixed. Heron's formula $\Delta^2=p\prod_j(p-t_j)$ gives $\delta\ln\Delta=\frac12\sum_j\ln(1-2\delta t_j/t)=-\sum_j\delta t_j^2/t^2$ at second order. With $\sum_j(\boldsymbol\delta_j\cdot\mathbf u/b)^2=3u^2/2$ and $t'^2=4D^2/9$, $\sum_j\delta t_j^2=2\lambda^2/3$. The carrier density $\mu^2/(\pi v^2)$ integrates to the grand potential $-|\mu|^3/(3\pi v^2)$, which acquires the factor $1+2\lambda^2/(3t^2)$. Two derivatives in $\lambda$ give
\begin{equation}
\pi v^2[\chi_{\rm ad}(\mu)-\chi_{\rm ad}(0)]=-\tfrac49(\mu/t)^2|\mu|\qquad(T=0).
\label{eq:res}
\end{equation}
The coefficient belongs to hoppings linear in $u$ (the full power law with $\beta=2$ gives $-0.30$ in place of $-4/9$); its use here is to show the order, $(\mu/t)^2$ relative to the terms that cancel.

\subsection{The dynamic result and its logarithms}

At $q=0$ and finite frequency $\chi=\chi_{\rm inter}(z)$. For $\mathrm{Im}\,z>0$ the function $G(\varepsilon)=(z/4)[\ln(z-2\varepsilon)-\ln(z+2\varepsilon)]$ is continuous with principal logarithms, $G(0)=0$, and $G'=-(z/2)[1/(z-2\varepsilon)+1/(z+2\varepsilon)]=z^2/(4\varepsilon^2-z^2)$. At the cutoff $\ln(z-2\Lambda)=i\pi+\ln(2\Lambda-z)$, so $G(\Lambda)=i\pi z/4-z^2/(4\Lambda)+\dots$; the second term is independent of $\mu$ and is dropped for $\Lambda\gg\omega$. At $T=0$, $n=\Theta(|\mu|-\varepsilon)$, and Eq.~(\ref{eq:inter}) plus $\Lambda$ gives $F=|\mu|+G(|\mu|)-i\pi z/4$. On the real axis,
\begin{equation}
\mathrm{Re}F=|\mu|+\frac\omega4\ln\Big|\frac{\omega-2|\mu|}{\omega+2|\mu|}\Big|,\qquad\mathrm{Im}F=-\frac{\pi\omega}4\Theta(\omega-2|\mu|).
\label{eq:F}
\end{equation}
The linear term is the static intraband term with reversed sign, which is what the adiabatic calculation includes and the driven electrons do not supply. The logarithm is the frequency dependence of the blocked interband transitions.

By Eq.~(\ref{eq:pair}), a transition with $2\varepsilon<\omega$ pushes the phonon up and one with $2\varepsilon>\omega$ pushes it down, as in level repulsion. Near the pole the integrand of Eq.~(\ref{eq:inter}) is $-(\omega/4)/(\varepsilon-\omega/2)$, whose two sides cancel in the principal value. Doping removes transitions from below. At $2|\mu|=\omega$ those that push up are gone and the one-sided integral of those that push down remains, which diverges logarithmically toward negative $F$.

With $x=2|\mu|/\omega$, $\mathrm{Re}F=(\omega/2)(x-\mathrm{artanh}\,x)$ for $x<1$. This is negative throughout, since $\mathrm{artanh}\,x=x+x^3/3+\dots$, and starts as $-\omega x^3/6=-4|\mu|^3/(3\omega^2)$. The linear term is cancelled again: transitions with $2\varepsilon\ll\omega$ are too slow to respond, so blocking them changes little. For $x>1$, $\mathrm{Re}F=(\omega/2)(x-\mathrm{arcoth}\,x)$, which increases with $x$, vanishes at $x^*=\coth x^*=1.1997$, and tends to $|\mu|-\omega^2/(4|\mu|)$ because $\mathrm{arcoth}\,x=1/x+\dots$.

At finite $T$ the imaginary part of Eq.~(\ref{eq:inter}) comes from the pole at $\varepsilon=\omega/2$ and carries the factor $1-n(\omega/2)$. A complex frequency $\omega_0+\alpha F$ has the full width at half maximum $-2\alpha\,\mathrm{Im}F$,
\begin{equation}
\gamma=\frac{\pi\alpha\omega_0}2\Big[f\Big(-\frac{\omega_0}2-\mu\Big)-f\Big(\frac{\omega_0}2-\mu\Big)\Big].
\end{equation}
Decay into electron-hole pairs shuts off where the dip occurs.

In the Dirac model the adiabatic doping shift cancels, while the dynamic response at zero temperature gives a softening dip at $2|\mu|=\omega$ and stiffening beyond it. What remains is the effect of temperature, the size of the shift in an example, the limits of the result and its use in a calculation.
